\section*{Thickness Fringes in the Symmetric 004 Rocking Curve of Silicon}

\section*{The question}

A perfect, parallel-sided (001) silicon film of thickness $t=100$ nm is illuminated by a parallel beam of Cu K-alpha1 radiation, $\lambda=0.15406$ nm. The film is rocked through its 004 reflection, whose planes are parallel to the surface. The detector is open: it accepts the diffracted beam at every setting of the scan. The lattice parameter is $a=0.54310$ nm.

The incidence angle $\theta$ is measured from the surface. Scattering is treated kinematically, which means that each atom sees the undiminished incident wave and that scattered waves are not scattered again. Until part (f) the film diffracts alone. Angles are in radians inside derivatives and are converted to degrees at the end.

\section*{Part (a): the scattering vector}

\textbf{Question.} Show that the diffracted beam leaves at the angle $\theta$ even when $\theta$ is not the Bragg angle. Find the phase difference between waves from neighbouring 004 planes.

\textbf{Answer.} Let the beam leave at an angle $\theta_e$ from the surface. Two identical columns of atoms, a distance $x$ apart along the surface in the plane of incidence, scatter with the phase difference
\begin{equation}
\psi=\frac{2\pi}{\lambda}(\cos\theta_e-\cos\theta)\,x .
\end{equation}
Over a wide film the contributions of very many columns cancel unless $\psi$ is a multiple of $2\pi$ for neighbouring columns. The multiple zero gives $\cos\theta_e=\cos\theta$. Since both angles lie between $0$ and $90^\circ$, $\theta_e=\theta$. Other multiples describe beams in quite different directions, which the detector does not collect.

This was tested by a sum over 5000 columns spaced by $a$, with $\theta$ set off the Bragg angle, on the first side maximum. The strongest exit direction coincided with $\theta$ on an angular grid of step $10^{-5}$ rad.

A wave scattered one plane deeper travels an extra distance $d\sin\theta$ on the way in and $d\sin\theta$ on the way out. The phase difference is therefore
\begin{equation}
\frac{2\pi}{\lambda}\,2d\sin\theta=qd,\qquad q=\frac{4\pi}{\lambda}\sin\theta .
\label{q}
\end{equation}

The angle between the incident and diffracted beams is $2\theta$. When the sample turns by one fringe, the diffracted beam therefore turns by two fringe spacings relative to the incident beam. A narrow detector fixed at twice the Bragg angle would cut off the outer fringes, which is why the open detector matters.

\section*{Part (b): the minima}

\textbf{Question.} Derive the intensity from $N$ planes and locate its zeros.

\textbf{Answer.} The cubic cell of silicon contains four atomic layers parallel to (001), at heights $0$, $a/4$, $a/2$ and $3a/4$, with two atoms each. They are shifted sideways relative to one another, but by part (a) the scattering vector has no sideways component, so these shifts produce no phase. All layers scatter equally, and $d=a/4$.

With unit amplitude per plane, the geometric series gives
\begin{equation}
F=\sum_{n=0}^{N-1}e^{inqd}=\frac{1-e^{iNqd}}{1-e^{iqd}} .
\end{equation}
For any real $\phi$,
\begin{equation}
|1-e^{i\phi}|^2=2-2\cos\phi=4\sin^2(\phi/2),
\end{equation}
and hence
\begin{equation}
I=|F|^2=\frac{\sin^2(Nqd/2)}{\sin^2(qd/2)} .
\label{I}
\end{equation}

The numerator vanishes when $Nqd/2=m\pi$ with integer $m$. Define the film thickness as $t=Nd$. Substituting (\ref{q}) gives
\begin{equation}
\frac{2\pi t}{\lambda}\sin\theta_m=m\pi
\quad\Longrightarrow\quad
\sin\theta_m=\frac{m\lambda}{2t} .
\label{zeros}
\end{equation}
If $m$ is a multiple of $N$, the denominator vanishes too. All planes then scatter in phase and $I=N^2$, a Bragg peak. The 004 peak is the case $m=N$, for which
\begin{equation}
\sin\theta_B=\frac{N\lambda}{2Nd}=\frac{\lambda}{2d} .
\end{equation}
Counting from this peak with $p=m-N$, the minima are at
\begin{equation}
\sin\theta_p=\sin\theta_B+\frac{p\lambda}{2t},\qquad p=\pm1,\pm2,\ldots
\label{p}
\end{equation}
They are equally spaced in $\sin\theta$. There is no minimum at $p=0$.

At the first minimum the total phase $qt$ has changed by $2\pi$ from its value at the peak. The upper and lower halves of the film then scatter in antiphase and cancel.

\section*{Part (c): the fringe spacing}

\textbf{Question.} Calculate the spacing of adjacent minima on one side of the peak, on the $\theta$ axis and on a $2\theta$ axis. How uniform is it?

\textbf{Answer.} Let two adjacent minima be separated by $\Delta\theta$ and centred on $\bar\theta$. From (\ref{p}) and the identity for a difference of sines,
\begin{equation}
\frac{\lambda}{2t}
=\sin\!\left(\bar\theta+\frac{\Delta\theta}{2}\right)
-\sin\!\left(\bar\theta-\frac{\Delta\theta}{2}\right)
=2\cos\bar\theta\,\sin\frac{\Delta\theta}{2} .
\end{equation}
For small $\Delta\theta$ the last sine equals its argument. Close to the peak $\bar\theta\approx\theta_B$, so
\begin{equation}
\Delta\theta=\frac{\lambda}{2t\cos\theta_B} .
\label{main}
\end{equation}

The Bragg angle follows from $2d=a/2$:
\begin{align}
\sin\theta_B&=\frac{2\lambda}{a}=\frac{0.30812}{0.54310}=0.56733,
&\theta_B&=34.564^\circ,\\
\cos\theta_B&=\sqrt{1-0.56733^2}=0.82349 .
\end{align}
Therefore
\begin{equation}
\Delta\theta=\frac{0.15406}{2\times100\times0.82349}
=9.354\times10^{-4}\ \mathrm{rad}=0.0536^\circ .
\end{equation}
This is about $0.054^\circ$ of sample rotation. On a $2\theta$ axis the same fringes are $0.107^\circ$ apart. A thickness found by putting a $2\theta$ spacing into (\ref{main}) would be half the true one.

The spacing is not quite uniform, because $\cos\bar\theta$ changes along the pattern. Differentiating $\ln\Delta\theta=-\ln\cos\bar\theta+\mathrm{const}$ gives
\begin{equation}
\frac{1}{\Delta\theta}\frac{d\Delta\theta}{d\bar\theta}=\tan\bar\theta .
\end{equation}
From one fringe to the next the relative increase is $\tan\theta_B\,\Delta\theta=0.689\times9.354\times10^{-4}=0.06\%$. For a 10 nm film, with everything else fixed, both the spacing and this relative increase are ten times larger: $0.54^\circ$ and $0.6\%$. For very thin films, or for Bragg angles near $90^\circ$, the equal steps in $\sin\theta$ should be used instead of (\ref{main}).

\section*{Part (d): thickness from a curve}

\textbf{Question.} In a calculated curve of a silicon film, the first and fifth minima above the 004 peak lie at $34.6181^\circ$ and $34.8327^\circ$. Find the thickness.

\textbf{Answer.} Subtracting (\ref{p}) for two orders $p$ and $p'$ removes the Bragg angle:
\begin{equation}
t=\frac{(p-p')\lambda}{2(\sin\theta_p-\sin\theta_{p'})} .
\end{equation}
Here $p-p'=4$. The angular difference is $0.2146^\circ=3.7455\times10^{-3}$ rad, and the cosine at the mean angle $34.7254^\circ$ is $0.8219$. The difference of sines is their product, $3.078\times10^{-3}$, so
\begin{equation}
t=\frac{4\times0.15406}{2\times3.078\times10^{-3}}=100.1\ \mathrm{nm} .
\end{equation}

The curve was computed by adding the waves of 737 planes one at a time, which is a thickness of 100.067 nm. A thickness of exactly 100 nm is not a whole number of planes. For 737 planes (\ref{main}) gives $0.05356^\circ$. The gaps on the two sides of the peak, out to the fifth minimum, range from $0.05341^\circ$ to $0.05372^\circ$, the slow growth found in part (c).

The two minima that enclose the main peak differ by two orders, from $p=-1$ to $p=+1$. Their separation in the sum is $0.1071^\circ$, and it must be counted as two fringes.

\section*{Part (e): the shape near the peak}

\textbf{Question.} Find the position and height of the first side maximum, and the full width of the main peak at half its height.

\textbf{Answer.} Near the peak write $qd/2=\pi+u/N$. The numerator of (\ref{I}) becomes $\sin^2(N\pi+u)=\sin^2u$. The denominator becomes $\sin^2(u/N)\approx u^2/N^2$, because $u\ll N$. Thus
\begin{equation}
\frac{I}{N^2}=\frac{\sin^2u}{u^2} .
\label{sinc}
\end{equation}
The minima are at $u=p\pi$, so $u/\pi$ measures the distance from the peak in fringe spacings.

Away from the zeros of $\sin u$, the derivative of $\sin u/u$ vanishes when
\begin{equation}
\frac{u\cos u-\sin u}{u^2}=0
\quad\Longrightarrow\quad \tan u=u .
\end{equation}
The first non-zero root is $u=4.493$, which is $1.430$ fringe spacings from the peak. At such a root
\begin{equation}
\sin^2u=\frac{\tan^2u}{1+\tan^2u}=\frac{u^2}{1+u^2},
\qquad
\frac{I}{N^2}=\frac{1}{1+u^2}=0.047 .
\end{equation}
The first side maximum thus has about one twentieth of the height of the main peak. Its distance from the peak is not a fringe spacing and should not be put into (\ref{main}).

Half height requires $\sin^2u/u^2=1/2$, whose positive root is $u=1.392$. The full width is $2u/\pi=0.886$ fringe spacings, or $0.0475^\circ$ for 100 nm ($0.0474^\circ$ for the 737 planes of part (d)). The plane sum gives the same position and width within the tolerance of the test, $0.002$ fringe spacings.

\section*{Part (f): the role of the substrate}

\textbf{Question.} The film now lies directly on a thick crystal. Show that its thickness still sets the fringe period, and say when the fringes disappear.

\textbf{Answer.} Let the plane spacing be $d_L$ in the layer and $d_S$ in the substrate, with equal scattering per plane. Weak absorption makes the sums over infinitely many planes converge:
\begin{equation}
A=\sum_{n=0}^{\infty}e^{inqd_L}=\frac{1}{1-e^{iqd_L}},\qquad
B=\frac{1}{1-e^{iqd_S}} .
\end{equation}
The $N$ layer planes contribute $(1-e^{iqt})A$, where $t=Nd_L$. The substrate starts at depth $t$ and contributes $e^{iqt}B$. The total is
\begin{equation}
F=(1-e^{iqt})A+e^{iqt}B=A+e^{iqt}(B-A),
\end{equation}
and its intensity is
\begin{equation}
|F|^2=|A|^2+|B-A|^2+2\,\mathrm{Re}\!\left[A^*(B-A)e^{iqt}\right].
\end{equation}

Away from the two Bragg peaks $A$ and $B$ vary slowly, and the last term oscillates with period $2\pi/t$ in $q$. By (\ref{q}) this is a period $\lambda/(2t)$ in $\sin\theta$, as before. The first wave comes from the surface and the second from the interface. If $B=A$, the interface sends back nothing and there are no fringes. A perfect silicon layer continuing a silicon crystal is therefore invisible to this method, whatever its thickness.

Both cases were computed with 737 layer planes, in the same angular window, which runs from 7.5 to 1.5 fringe spacings below the peak of the expanded layer of the second case. The absorption was enlarged far beyond that of silicon, equally in both cases, to keep the substrate sum short. With equal plane spacings no minimum was found. With $d_L$ larger by $0.5\%$ there were six, with a mean gap of $0.0530^\circ$. Equation (\ref{main}), taken with the expanded thickness and the local angle, gives the same value to these digits. The window lies on the side away from the substrate peak, which is 3.7 fringe spacings above the layer peak. The gaps next to the substrate peak, where $B$ varies quickly, are several per cent shorter and should not be used.

\section*{Part (g): what the model leaves out}

\textbf{Question.} Estimate the main neglected effects and compare the model with a real film.

\textbf{Answer.} \emph{Wavelength.} Differentiating $\sin\theta_B=\lambda/(2d)$ gives $\cos\theta_B\,d\theta_B=d\lambda/(2d)=\sin\theta_B\,d\lambda/\lambda$, or
\begin{equation}
d\theta_B=\tan\theta_B\,\frac{d\lambda}{\lambda} .
\end{equation}
The K-alpha2 line at $0.15444$ nm repeats the pattern at an angle higher by $0.689\times0.00038/0.15406=1.70\times10^{-3}$ rad $=0.097^\circ$, which is 1.82 fringe spacings. This line has roughly half the strength of K-alpha1, so its main peak is about ten times higher than the first side maximum it falls near. The line hides the second K-alpha1 minimum on that side and displaces the other minima on both sides, so a monochromator should remove it. Its own fringe spacing, $0.0538^\circ$, is hardly different.

The natural width of K-alpha1, roughly 2 eV out of 8048 eV, smears the pattern by $0.0098^\circ$, or 0.18 fringe spacings. A rough divergence of $0.003^\circ$ for a conditioned beam is a separate spread of 0.06 fringe spacings; if the divergence is roughly Gaussian, the two together give about 0.20 fringe spacings, less than their sum, while two Lorentzian spreads would simply add. Averaging a purely sinusoidal fringe over a symmetric spread lowers its contrast and leaves its period unchanged. Near the main peak, however, the fringes sit on a steep slope, and the blurring also moves the minima away from the peak, the first one most. For a Lorentzian line of width 0.18 fringe spacings the first minimum moves by about 0.11 of a spacing, and the thickness from the first and fifth minima comes out about $2\%$ too large, against $0.2\%$ from the fifth and tenth. In a measured curve the thickness is therefore better taken from the outer minima, as far as they remain visible.

\emph{Refraction.} The refractive index is $1-\delta$, with $\delta=7.44\times10^{-6}$ when all 14 electrons per atom are counted as free; anomalous dispersion raises this by about $2\%$ in real silicon. The wavevector component along the surface is conserved, so the normal component inside is
\begin{equation}
k_z=k\sqrt{(1-\delta)^2-\cos^2\theta}\approx
k\left(\sin\theta-\frac{\delta}{\sin\theta}\right),
\qquad k=\frac{2\pi}{\lambda} .
\end{equation}
To restore the phase, $\sin\theta$ must rise by $\delta/\sin\theta$. The pattern moves up by
\begin{equation}
s=\frac{\delta}{\sin\theta\cos\theta}=\frac{2\delta}{\sin2\theta}
=1.59\times10^{-5}\ \mathrm{rad}=0.0009^\circ .
\end{equation}
The shift is nearly common to all fringes. The spacing changes by the fraction $ds/d\theta=-4\delta\cos2\theta/\sin^22\theta=-0.0012\%$.

\emph{Multiple reflection.} A recursion that adds one plane at a time, with refraction and all reflections between planes, gives a peak reflectivity of $8.24\times10^{-4}$ for polarization perpendicular to the plane of incidence. It used a 004 form factor of 7.51 electrons from a restricted open-shell Hartree--Fock atom in the cc-pVTZ basis, without thermal motion, bonding or anomalous dispersion. The cc-pVQZ basis leaves both numbers unchanged to these digits, and a scalar-relativistic atom raises the reflectivity to $8.25\times10^{-4}$. Thermal motion at room temperature and dispersion together lower it by roughly $5\%$, to about $7.8\times10^{-4}$. Averaged over the eight side gaps out to the fifth minima, the spacing changes by $-0.0021\%$. This is the joint effect of multiple reflection and refraction, and refraction supplies more than half of this mean. The multiple-reflection part depends on the order: it exceeds the refraction part in the gap between the first and second minima, fades further out, and widens the gap across the main peak.

Kinematically the reflected amplitude grows in proportion to $t$. Here it is $\sqrt{8.24\times10^{-4}}=0.0287$ of the incident amplitude. It would reach one at about $100/0.0287$ nm, or 3.5 $\mu$m. The kinematic peak fails well before that thickness.

\emph{Absorption.} The path to the bottom of the film and back is $2t/\sin\theta_B=353$ nm. With an attenuation length of roughly 70 $\mu$m, the loss on this longest path is $0.5\%$. Waves from higher planes lose less.

\emph{A real film.} A silicon-on-insulator film can have this thickness. Oxide separates it from the handle wafer, and the single-film result applies if the handle is misoriented enough to keep its reflection far outside the scan, so that the tail of that reflection is also negligible beside the fringes. A strained silicon--germanium layer on silicon is close to the case of part (f), although germanium scatters more strongly than silicon; a spacing change of $0.5\%$ corresponds to somewhat under ten per cent germanium, as a rough figure. Real films break the assumption of one uniform thickness. A film of 101 nm has a spacing of $0.0531^\circ$ instead of $0.0536^\circ$. By (\ref{p}), a thickness change $\delta t$ moves the $p$th minimum relative to the peak by about $p\,\delta t/t$ fringe spacings, so variation across the illuminated area blurs the outer fringes first. For 1 nm the fifth minimum moves by 0.05 of a spacing. The fringes are also weak: the first side maximum reflects about $0.047\times8.24\times10^{-4}=4\times10^{-5}$ of an ideal incident beam, so a low background is needed to see them.

\section*{Calculated quantities}
\begin{verbatim}
K-alpha1 wavelength: 0.15406 nm
layer thickness: 100.0 nm
silicon lattice parameter: 0.54310 nm
004 plane spacing: 0.13578 nm
sin of Bragg angle: 0.56733
Bragg angle: 34.564 deg
cos of Bragg angle: 0.82349
fringe spacing, formula: 9.3541e-04 rad
fringe spacing, formula: 0.0536 deg
fringe spacing on 2theta axis: 0.1072 deg
whole number of planes: 737
thickness of these planes: 100.067 nm
formula for these planes: 0.05356 deg
plane sum, smallest side gap: 0.05341 deg
plane sum, largest side gap: 0.05372 deg
plane sum, gap across main peak: 0.10712 deg
first side maximum, offset: 1.4303 fringe spacings
first side maximum, height: 0.0472 of main peak
main peak FWHM: 0.8859 fringe spacings
main peak FWHM: 0.0474 deg
first minimum above peak: 34.6181 deg
fifth minimum above peak: 34.8327 deg
thickness recovered from them: 100.067 nm
exit minus incidence angle: 0.00000 deg
unstrained layer on substrate, minima found: 0
plane-spacing change of strained layer: 0.50 %
strained layer, minima found: 6
strained layer, mean gap: 0.05300 deg
strained layer, formula: 0.05302 deg
Si form factor, forward (ROHF): 14.000 electrons
Si form factor, 004 (ROHF): 7.508 electrons
peak reflectivity, Darwin: 8.238e-04
peak reflectivity, kinematic: 8.243e-04
spacing change by multiple reflection: -0.0021 %
refractive decrement delta: 7.442e-06
refraction shift of pattern: 0.00091 deg
K-alpha2 wavelength: 0.15444 nm
K-alpha2 pattern shift: 0.0974 deg
K-alpha2 shift: 1.82 fringe spacings
fringe spacing for K-alpha2: 0.0538 deg
photon energy: 8048 eV
natural line width (rough): 2 eV
smearing by line width: 0.0098 deg
smearing by line width: 0.18 fringe spacings
beam divergence (rough): 0.003 deg
divergence: 0.056 fringe spacings
attenuation length (rough): 70 um
absorbed on full path in layer: 0.50 %
fringe spacing for 101 nm: 0.0531 deg
\end{verbatim}
